\section*{Longitudinal and transverse diffusion of electrons in a cold heavy gas}

\section*{Question}

A dilute swarm of electrons (mass $m$, charge magnitude $e$) drifts in a uniform field $E$ through a gas of atoms of mass $M$ that are at rest. The $z$ axis points along the electric force, so the acceleration is $a=eE/m>0$. Scattering is elastic and isotropic, with collision frequency $\nu(v)$ at speed $v$, and $\kappa=m/M\ll1$. Inelastic collisions, electron--electron collisions and space charge are absent. The density $n$ varies slowly in space and obeys
\begin{equation}
\frac{\partial n}{\partial t}=-W\frac{\partial n}{\partial z}
+D_L\frac{\partial^2 n}{\partial z^2}
+D_T\left(\frac{\partial^2 n}{\partial x^2}+\frac{\partial^2 n}{\partial y^2}\right).
\label{dens}
\end{equation}
Work to leading order in $\kappa$.

\begin{enumerate}
\item[(a)] Derive equations for the isotropic part of the velocity distribution and for its first angular harmonic. Find the speed distribution of a uniform swarm, and express $W$ and $D_T$ as integrals over it.
\item[(b)] Solve the equations to first order in $\partial n/\partial z$ and obtain $D_L$.
\item[(c)] Find $D_L/D_T$ when $\nu$ is constant.
\item[(d)] Find $D_L/D_T$ when the cross section is constant, so that $\nu=v/\lambda$ with a fixed mean free path $\lambda$.
\item[(e)] For a broad Gaussian packet, relate the covariance of position and squared speed to the solution of (b). Use it to explain the difference between (c) and (d).
\item[(f)] An electron pulse crosses 10 cm of helium at 100 Torr and 300 K, at a reduced field $E/N=2$ Td ($1\ \mathrm{Td}=10^{-17}\ \mathrm{V\,cm^2}$). Take a constant cross section $\sigma=6\times10^{-20}\ \mathrm{m^2}$, a rough typical value for helium at a few eV. Find the widths of the pulse on arrival, and judge the assumptions.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Two-term equations and the uniform swarm}

The Boltzmann equation is $\partial_t f+\mathbf v\cdot\nabla f+a\,\partial f/\partial v_z=C[f]$. Write $f=f_0(v)+\hat{\mathbf v}\cdot\mathbf f_1(v)$, where both parts also depend on position and time.

\emph{Average over directions.} Since $\langle\hat v_i\hat v_j\rangle=\delta_{ij}/3$, the streaming term gives $(v/3)\nabla\cdot\mathbf f_1$. For the field term, integrate $\nabla_v\cdot(\mathbf a f)$ over a sphere of radius $v$ in velocity space. The divergence theorem gives $(4\pi/3)v^2af_{1z}$. Differentiating with respect to $v$ and dividing by $4\pi v^2$ gives $(3v^2)^{-1}\partial_v(v^2af_{1z})$.

\emph{Recoil.} Deflection by an angle $\chi$ transfers a momentum $q$ with $q^2=2m^2v^2(1-\cos\chi)$. The atom takes the energy $q^2/2M$, a fraction $2\kappa(1-\cos\chi)$ of $mv^2/2$. The speed therefore falls by the fraction $\kappa(1-\cos\chi)$, whose mean is $\kappa$ for isotropic scattering, and the mean rate is $\dot v=-\kappa\nu v$. Conservation of electrons along the speed axis turns this into a collision term $v^{-2}\partial_v(\kappa v^3\nu f_0)$. Hence
\begin{equation}
\frac{\partial f_0}{\partial t}+\frac v3\nabla\cdot\mathbf f_1
+\frac1{3v^2}\frac{\partial}{\partial v}\left(v^2af_{1z}\right)
=\frac1{v^2}\frac{\partial}{\partial v}\left(\kappa v^3\nu f_0\right).
\label{f0}
\end{equation}

\emph{First harmonic.} Isotropic scattering destroys $\mathbf f_1$ at the rate $\nu$. The parts of the left side proportional to $\hat{\mathbf v}$ then give
\begin{equation}
\mathbf f_1=-\frac1\nu\left(v\nabla f_0+a\hat{\mathbf z}\frac{\partial f_0}{\partial v}\right).
\label{f1}
\end{equation}
Here $\partial_t\mathbf f_1$ and the second harmonic are dropped. The distribution found below has $f_1/f_0\sim\sqrt\kappa$ and $a/(\nu v)\sim\sqrt\kappa$, so the second harmonic, driven by $af_1/\nu$, is of relative order $\kappa$. The time derivative also contributes at relative order $\kappa$, as part (c) shows for constant $\nu$.

\emph{Uniform swarm.} Set $f_0=nF(v)$ with $4\pi\int_0^\infty v^2F\,dv=1$, and $f_{1z}=nF_1$ with $F_1=-(a/\nu)F'$. Integrating the steady form of \eqref{f0} from zero speed gives $av^2F_1/3=\kappa v^3\nu F$, or
\begin{equation}
F'=-\frac{3\kappa v\nu^2}{a^2}F .
\label{F}
\end{equation}

The particle flux is $\boldsymbol\Gamma=(4\pi/3)\int v^3\mathbf f_1\,dv$. Its uniform part is $nW$. After integration by parts,
\begin{equation}
W=-\frac{4\pi a}{3}\int_0^\infty\frac{v^3}{\nu}F'\,dv
=\frac{4\pi a}{3}\int_0^\infty\left(\frac{v^3}{\nu}\right)'F\,dv .
\label{W}
\end{equation}
A transverse gradient enters \eqref{f0} only at second order, through $\nabla\cdot\mathbf f_1$. To first order it therefore leaves $f_0=nF$, and \eqref{f1} gives $f_{1x}=-(v/\nu)F\,\partial_xn$. The flux $-D_T\,\partial_xn$ then yields
\begin{equation}
D_T=\frac{4\pi}{3}\int_0^\infty\frac{v^4}{\nu}F\,dv .
\label{DT}
\end{equation}

\subsection*{(b) First order in the longitudinal gradient}

Let $n_z=\partial n/\partial z$ and $f_0=nF+n_zFh$. Because $n$ is the full density, $\int v^2Fh\,dv=0$. Equation \eqref{f1} gives $f_{1z}=nF_1+n_zG_1$ with $G_1=-[vF+a(Fh)']/\nu$. To this order $\partial_tn=-Wn_z$, so the terms of \eqref{f0} proportional to $n_z$ are
\begin{equation}
-WF+\frac v3F_1+\frac1{3v^2}\left(v^2aG_1\right)'
=\frac1{v^2}\left(\kappa v^3\nu Fh\right)'.
\end{equation}
Multiply by $v^2$, integrate from zero, and insert $F_1=-(a/\nu)F'$:
\begin{equation}
\frac{av^2}{3}G_1-\kappa v^3\nu Fh
=\int_0^v\left(Wu^2F+\frac{au^3}{3\nu}F'\right)du
=\frac{av^3}{3\nu}F-P(v),
\label{first}
\end{equation}
where the last form follows by parts and
\begin{equation}
P(v)=\int_0^v\left[\frac a3\left(\frac{u^3}{\nu}\right)'-Wu^2\right]F\,du .
\label{P}
\end{equation}
By \eqref{W} and the normalization, $P(\infty)=0$.

The left side of \eqref{first}, written out, is
\begin{equation}
-\frac{av^3}{3\nu}F-\frac{a^2v^2}{3\nu}(F'h+Fh')-\kappa v^3\nu Fh .
\end{equation}
By \eqref{F}, the term with $F'h$ equals $+\kappa v^3\nu Fh$ and cancels the last term. What remains is $-(a^2v^2/3\nu)Fh'=2av^3F/(3\nu)-P$, so
\begin{equation}
h'=-\frac{2v}{a}+\frac{3\nu P}{a^2v^2F}.
\label{h}
\end{equation}

The flux proportional to $n_z$ is $-D_Ln_z$. With $G_1$ inserted and one integration by parts,
\begin{equation}
D_L=\frac{4\pi}{3}\int_0^\infty\frac{v^3}{\nu}\left[vF+a(Fh)'\right]dv
=D_T-\frac{4\pi a}{3}\int_0^\infty\left(\frac{v^3}{\nu}\right)'Fh\,dv .
\label{DL1}
\end{equation}
From \eqref{P}, $(a/3)(v^3/\nu)'F=P'+Wv^2F$. The part with $W$ vanishes because $\int v^2Fh\,dv=0$. Since $P$ is zero at both ends, a last integration by parts gives
\begin{equation}
D_L=D_T+4\pi\int_0^\infty Ph'\,dv .
\label{DL}
\end{equation}

\subsection*{(c) Constant collision frequency}

Now $(v^3/\nu)'=3v^2/\nu$, and \eqref{W} gives $W=a/\nu$. The bracket in \eqref{P} is $av^2/\nu-Wv^2=0$ at every speed. Thus $P=0$ and
\begin{equation}
\frac{D_L}{D_T}=1 .
\end{equation}

This holds to leading order in $\kappa$. Restoring $\partial_t\mathbf f_1$ adds $Wn_zF_1/\nu$ to $f_{1z}$, which lowers $D_L$ by $W^2/\nu$. Field power equals recoil loss, $aW=\kappa\nu\langle v^2\rangle$, so $W^2=\kappa\langle v^2\rangle$. Relative to $D_T=\langle v^2\rangle/3\nu$, this single correction lowers the ratio by $3\kappa$. The second harmonic makes $\langle v_z^2\rangle-\langle v_x^2\rangle\approx2W^2$ and raises the ratio by $6\kappa$, so the net result is $D_L/D_T=1+3\kappa$ to first order, or 1.03 at $M/m=100$.

\subsection*{(d) Constant cross section}

With $\nu=v/\lambda$, \eqref{F} integrates to
\begin{equation}
F=Ae^{-x^4},\qquad x=\frac vc,\qquad c^4=\frac{4\lambda^2a^2}{3\kappa}.
\end{equation}
The substitution $t=x^4$ gives $\int_0^\infty x^se^{-x^4}dx=\frac14\Gamma\!\left(\frac{s+1}4\right)$. Normalization ($s=2$) requires $4\pi Ac^3=4/\Gamma(\frac34)$. Since $v^3/\nu=\lambda v^2$, \eqref{W} uses $s=1$ and \eqref{DT} uses $s=3$:
\begin{equation}
W=\frac{2\sqrt\pi}{3\Gamma(\frac34)}\frac{a\lambda}{c},\qquad
D_T=\frac{\lambda c}{3\Gamma(\frac34)} .
\label{WD}
\end{equation}

Next, $P=\frac23a\lambda Ac^2\,p(x)$ with
\begin{equation}
p(x)=\int_0^x(y-wy^2)e^{-y^4}dy,\qquad
w=\frac{3Wc}{2a\lambda}=\frac{\sqrt\pi}{\Gamma(\frac34)} .
\end{equation}
Because $p(\infty)=0$, $p$ is also minus the integral from $x$ to infinity. With $Q$ the regularized upper incomplete gamma function,
\begin{equation}
p(x)=\frac{\sqrt\pi}{4}\left[Q\!\left(\tfrac34,x^4\right)-\operatorname{erfc}(x^2)\right].
\end{equation}
The integrand of $p$ is positive up to $y=1/w$ and negative beyond, so $p$ rises from zero and falls back to zero: it is positive in between.

The two parts of $h'$ contribute separately to \eqref{DL}. The first gives
\begin{align}
-\frac{8\pi}{a}\int_0^\infty vP\,dv
&=-\frac{16\pi}{3}A\lambda c^4\int_0^\infty xp\,dx
=-16D_T\int_0^\infty xp\,dx,\\
\int_0^\infty xp\,dx&=-\frac12\int_0^\infty x^2p'\,dx
=-\frac12\int_0^\infty(x^3-wx^4)e^{-x^4}dx
=\frac{w\Gamma(\frac54)-1}{8}.
\end{align}
The first line uses $4\pi Ac^3=4/\Gamma(\frac34)$ and \eqref{WD}. For the second part, $\nu\,dv/v^2=dx/(\lambda x)$, so
\begin{equation}
\frac{12\pi}{a^2}\int_0^\infty\frac{\nu P^2}{v^2F}dv
=\frac{16\pi}{3}A\lambda c^4\int_0^\infty p^2e^{x^4}\frac{dx}{x}
=16D_T\int_0^\infty p^2e^{x^4}\frac{dx}{x}.
\end{equation}
Adding both to $D_T$ and inserting $p$,
\begin{equation}
\frac{D_L}{D_T}=3-\frac{2\sqrt\pi\,\Gamma(\frac54)}{\Gamma(\frac34)}
+\pi\int_0^\infty\left[Q\!\left(\tfrac34,x^4\right)-\operatorname{erfc}(x^2)\right]^2e^{x^4}\frac{dx}{x}.
\label{ratio}
\end{equation}
Numerically this is $1-0.622+0.113=0.491$, close to one half but not equal to it. Field, gas density, cross section and mass ratio have all dropped out, within the assumptions made.

A simulation of 20\,000 electrons with individual collisions tests both ratios without the two-term approximation. At $M/m=100$ it gives $1.009\pm0.020$ for constant frequency and $0.507\pm0.013$ for constant cross section (one standard error), in agreement with (c) and (d).

\subsection*{(e) Why the packet spreads less along the field}

Measure $z$ from the centre of a packet $n\propto e^{-z^2/2s^2}$, for which $n_z=-zn/s^2$. In the average of $zv^2$ the part $nF$ cancels by symmetry. The other part gives
\begin{equation}
\operatorname{cov}(z,v^2)=-\frac{\langle z^2\rangle}{s^2}\langle v^2h\rangle
=-\langle v^2h\rangle,
\label{cov}
\end{equation}
where $\langle\cdot\rangle$ on $v^2h$ is the average over $F$.

For constant $\nu$, \eqref{h} with $P=0$ integrates to $h=-(v^2-\langle v^2\rangle)/a$, so the covariance is $(\langle v^4\rangle-\langle v^2\rangle^2)/a>0$. The front of the packet is hotter than the rear. By \eqref{F}, $F$ is Maxwellian, $F\propto e^{-v^2/2V^2}$ with $V^2=a^2/(3\kappa\nu^2)$. Then $\langle v^2\rangle=3V^2$ and $\langle v^4\rangle=15V^4$, and the covariance is $6V^4/a$. The simulation gives $6.29\,V^4/a$, about 5\% higher, with a sampling error near $0.09\,V^4/a$. Most of the gap is finite mass: the exact moment equations give the coefficient $6+20\kappa$ to first order, and 6.19 at $M/m=100$. For constant cross section, with $V=c/\sqrt2$, the predicted coefficient is 0.690 and the simulated one 0.706. In both simulated coefficients $V$ is evaluated with $a^2$ replaced by $(1+\kappa)^3a^2$, a finite-mass factor that equals one to leading order in $\kappa$.

The front is therefore hotter in both gases, and heating alone does not make diffusion anisotropic. What matters is how the heating changes the drift. In \eqref{DL1} the change of $f_0$ adds $n_z(4\pi a/3)\int(v^3/\nu)'Fh\,dv$ to the flux. For constant $\nu$ the weight is proportional to $v^2$, and the integral vanishes because $h$ carries no net density: the drift does not depend on energy.

For constant cross section the weight is $2\lambda v$, which compared with $v^2$ favours slow electrons. Since $D_L<D_T$, the integral is positive. At the front, where $n_z<0$, the extra flux points backwards; at the rear it points forwards. Electrons at the front are hotter on average and collide more often, so the field drives them forward more slowly than those at the cooler rear. This difference slows the spreading along the field without stopping it, since $D_L>0$, and leaves the transverse spreading unchanged.

\subsection*{(f) A pulse in helium}

The gas density is $N=3.219\times10^{18}\ \mathrm{cm^{-3}}$, so $E=2\times10^{-17}\times3.219\times10^{18}=64.4$ V/cm. The mean free path is $\lambda=1/(N\sigma)=5.18\ \mu\mathrm m$, and $\kappa=1.371\times10^{-4}$ gives $\sqrt{3\kappa}=0.0203$. From the definition of $c$,
\begin{equation}
\frac{mc^2}{2}=\frac{eE\lambda}{\sqrt{3\kappa}}
=\frac{0.0333\ \mathrm{eV}}{0.0203}=1.64\ \mathrm{eV}.
\end{equation}
The mean energy is this times $\Gamma(\frac54)/\Gamma(\frac34)$, or 1.22 eV. With $c=7.60\times10^5$ m/s, \eqref{WD} gives
\begin{equation}
W=7.43\times10^3\ \mathrm{m/s},\qquad
D_T=1.07\times10^4\ \mathrm{cm^2/s},
\end{equation}
and $D_L=0.491D_T=5.26\times10^3\ \mathrm{cm^2/s}$. The mobility $W/E$ is $1.15\times10^4\ \mathrm{cm^2/Vs}$. Three figures are kept only so that the steps can be followed; the rough cross section does not support that accuracy for real helium.

The transit time is $t=10\ \mathrm{cm}/W=13.5\ \mu\mathrm s$. A pulse that starts as a point arrives with rms widths $\sqrt{2D_Tt}=5.4$ mm across the field and $\sqrt{2D_Lt}=3.8$ mm along it. Dividing the latter by $W$ gives an rms spread in arrival time of $0.51\ \mu\mathrm s$. Using $D_T$ for both directions would overestimate this spread by the factor $1/\sqrt{0.491}=1.43$.

\emph{Cross section.} Scattering in real helium is not isotropic, and $\sigma$ must be read as the momentum-transfer cross section. Near the mean energy this is closer to $6.9\times10^{-20}\ \mathrm{m^2}$ (rough), which lowers both widths by about 7\%, to 5.0 and 3.5 mm, and leaves the spread in arrival time at $0.51\ \mu\mathrm s$. The cross section is also only roughly flat at these energies. For $\nu\propto v^{0.8}$ the formulas of (b) give 0.551, and for $\nu\propto v^{1.2}$ they give 0.440, about 12\% above and 10\% below the constant-cross-section value. These exponents are a chosen bracket, not a fit to helium. A cross section shaped like that of helium, rising from about 6.2 at 0.2 eV to 7.0 at 2 eV and falling to 6.0 at 6 eV (rough values, in units of $10^{-20}\ \mathrm{m^2}$), gives about 0.48, a shift comparable in size and opposite in sign to that of the gas temperature below.

\emph{Gas temperature.} Thermal motion of the atoms replaces $f_0$ in the recoil term by $f_0+(k_BT/mv)\,\partial_vf_0$, which vanishes for a Maxwellian at the gas temperature. At 300 K the ratio becomes 0.50, a rise of about 2\%.

\emph{Other losses and finite mass.} Excitation of helium starts near 20 eV (rough), and the model tail above that energy is negligible. The estimate $3W^2/\langle v^2\rangle=4\times10^{-4}$ sets the scale of the mass-ratio corrections. Molecular impurities are not included; they add inelastic losses at much lower energies.

\emph{Weak gradients.} Electrons gain the energy $mc^2/2$ from the field over a distance $\lambda/\sqrt{3\kappa}=0.26$ mm. This is 7\% of the final longitudinal width, so the gradient expansion is reasonable on arrival. It fails just after release, when the pulse is narrower than this length.

\emph{Electron density.} The Debye length equals the longitudinal width at about $3\times10^6\ \mathrm{cm^{-3}}$, so a freely diffusing pulse must be much more dilute than that. In a plasma much larger than its Debye length, space charge ties electrons to ions, and $D_L$ and $D_T$ do not by themselves describe the spreading. Coulomb collisions exchange energy as fast as recoil removes it near $10^{12}\ \mathrm{cm^{-3}}$, for a Coulomb logarithm of 10; the distribution $e^{-x^4}$ then begins to fail as well: $\langle v^4\rangle/\langle v^2\rangle^2$ has moved about a sixth of the way to its Maxwellian value at that density, and more than half of the way at $10^{13}\ \mathrm{cm^{-3}}$.

\section*{Calculated quantities}
\begin{verbatim}
Constant cross section, negative term: -0.62206
Constant cross section, positive term: 0.11309
D_L/D_T constant cross section, closed: 0.49104
D_L/D_T constant cross section, quadrature: 0.49104
D_L/D_T constant cross section, wave: 0.4910
D_L/D_T constant frequency, quadrature: 1.00000
D_L/D_T constant frequency, wave: 0.9984
Monte Carlo mass ratio M/m: 100
Monte Carlo D_L/D_T, constant frequency: 1.009
  its standard error: 0.020
  cov(z,v^2) simulated, scaled: 6.287
  cov(z,v^2) predicted, scaled: 6.000
Monte Carlo D_L/D_T, constant cross section: 0.507
  its standard error: 0.013
  cov(z,v^2) simulated, scaled: 0.706
  cov(z,v^2) predicted, scaled: 0.690
Helium pressure: 100 Torr
Gas temperature: 300 K
Reduced field E/N: 2 Td
Cross section: 6e-20 m^2
Drift length: 10 cm
Mass ratio m/M: 0.0001371
Gas density: 3.219e+18 cm^-3
Field: 64.38 V/cm
Mean free path: 5.178 um
Speed scale c: 7.604e+05 m/s
Energy scale m c^2/2: 1.644 eV
Mean electron energy: 1.216 eV
Drift speed: 7434 m/s
Mobility: 1.155e+04 cm^2/Vs
D_T: 1.071e+04 cm^2/s
D_L: 5259 cm^2/s
Transit time: 13.45 us
Transverse rms width: 5.368 mm
Longitudinal rms width: 3.761 mm
Arrival time rms spread: 0.506 us
D_L/D_T with gas at 300 K: 0.4995
D_L/D_T if nu ~ v^0.8: 0.5509
D_L/D_T if nu ~ v^1.2: 0.4401
Excitation threshold (rough): 19.8 eV
Fraction of electrons above threshold: 2.3e-64
Mass-ratio effect 3W^2/<v^2>: 3.9e-04
Energy relaxation length: 0.2554 mm
Relaxation length / longitudinal width: 0.06789
Electron density, Debye length = width: 3.2e+06 cm^-3
Coulomb logarithm assumed: 10
Electron density, Coulomb = recoil exchange: 1.2e+12 cm^-3
\end{verbatim}
